# Finite-volume solution of Korhonen stress evolution on branched interconnect trees

## A width step, solved by hand

A straight metal line is blocked at both ends. Its left half has length $L$ and cross-section $A$, its right half length $L$ and cross-section $2A$. A current flows from left to right, and the electron wind pushes atoms to the left. Atoms pile up there, and the right end goes into tension. The process stops when a stress gradient $G$ balances the wind. Since $G$ is proportional to current density, it is $G_1$ on the left and $G_1/2$ on the right.

Let $P=G_1L$ and let $s_0$ be the left-end stress, with tension positive. The junction stress is then $s_0+P$ and the right-end stress $s_0+3P/2$. No atoms have entered or left, so the volume-weighted mean stress is still zero:

$$
AL\left(s_0+\frac P2\right)+2AL\left(s_0+\frac{5P}{4}\right)=0
\quad\Rightarrow\quad 3s_0+3P=0 .
$$

Hence the three stresses are $-P,\ 0,\ P/2$. If the junction balanced flux per unit area instead of total flux, the factor 2 would be lost, giving $s_0=-7P/8$ and a right-end stress of $5P/8$, which is 25% too high. The gradients would still be correct; the number of atoms would not. The scheme below keeps both right on any tree of segments.

## Flux and storage in one segment

Let $x$ and the current density $j$ run from a segment's tail to its head; $j<0$ is allowed. An atom has chemical potential $\mu=\mu_0-\Omega\sigma$, where $\Omega$ is the atomic volume. The wind force is $-eZ\rho j$, with $Z>0$ the magnitude of the effective charge and $\rho$ the resistivity. With atomic density $1/\Omega$ and diffusivity $D$,

$$
J=\frac{D}{kT\,\Omega}\left(\Omega\frac{\partial\sigma}{\partial x}-eZ\rho j\right)
=M\left(\frac{\partial\sigma}{\partial x}-G\right),\quad
M=\frac{D}{kT},\quad G=\frac{eZ\rho j}{\Omega}.
$$

In a confined line, a loss of atoms produces tension. For small $|\sigma|/B$, with $B$ the effective modulus, the change in atomic density is $-\sigma/(B\Omega)$. Atom balance, density rate $=-\partial J/\partial x$, therefore gives

$$
\frac{1}{B\Omega}\frac{\partial\sigma}{\partial t}=\frac{\partial J}{\partial x},
\qquad
\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},
\qquad \kappa=B\Omega M .
$$

The second form uses constant $D$, $j$ and $\rho$ on the segment. The wind then acts through the end conditions. Here $T,\Omega,B,Z,\rho$ are uniform over the tree, the initial stress is zero, and no void has formed.

## What a junction must satisfy

Put a box of size $w$, comparable to the line width, around a junction. Its storage rate scales as $w^3$, whereas the fluxes through its faces carry a factor $w^2$. At a fixed time $t>0$, storage drops out as $w/L\to0$, leaving

$$
\sum_{\text{heads at }n}AJ-\sum_{\text{tails at }n}AJ=0 .
$$

The stress variation across the box is of order $(|J|/M+|G|)w$, which also vanishes compared with the variation along an arm. The arms therefore share one stress $s_n$. This assumes the same $\mu_0$ and $\Omega$ in all arms and no barrier to diffusion at the junction.

This reduction was tested against a two-dimensional T-shaped conductor with uniform $M$, arms of unit length and a stem half as wide as the bar, at the time $0.3L^2/\kappa$. When the bar width fell from 0.05 to 0.025, the largest end-stress difference fell from 0.00104 to 0.00052, in units of the left arm's $G$ times arm length. The mesh had four cells across the bar in both cases, so these differences include some mesh error. Omitting the areas gave 0.068 at the smaller width. As the scaling argument shows, the rule is a leading-order statement in width over length; in a current-carrying arm about as long as it is wide, the neglected variation of order $Gw$ is comparable with the rise $GL$ along that arm, so the rule does not resolve the stress within such an arm. It also needs $\sqrt{\kappa t}\gg w$: soon after switch-on, a stress change $s$ stores atoms in the box at a rate of order $w^3s/(B\Omega t)$, while an arm carries a flux of order $w^2Ms/\sqrt{\kappa t}$. Their ratio is of order $w/\sqrt{\kappa t}$.

## Finite volumes with massless nodes

Divide a segment into $N$ cells of length $\Delta=L/N$. Integrating the balance over cell $i$ gives

$$
\frac{A\Delta}{B\Omega}\frac{d\sigma_i}{dt}=A\left(J_{i+1/2}-J_{i-1/2}\right).
$$

Between cell centres the gradient is $(\sigma_{i+1}-\sigma_i)/\Delta$. Between a node and its adjacent cell centre the distance is $\Delta/2$. With $g=2AM/\Delta$,

$$
\text{head: } AJ=g(s_n-\sigma_N)-AMG,\qquad
\text{tail: } AJ=g(\sigma_1-s_n)-AMG .
$$

Insert these in the junction balance. The tail terms change sign, so every arm contributes $g(s_n-\sigma_{\rm adj})$:

$$
\sum_{\text{arms}}g(s_n-\sigma_{\rm adj})=b_n,\qquad
b_n=\sum_{\text{heads}}AMG-\sum_{\text{tails}}AMG .
$$

Because $AMG=gG\Delta/2$, this is

$$
s_n=\frac{\sum g\,(\sigma_{\rm adj}\pm G\Delta/2)}{\sum g},
$$

with plus at a head and minus at a tail. Each arm extrapolates its stress to the node, and the node takes the conductance-weighted mean. A blocked terminal is a node with one arm: $s_n=\sigma_{\rm adj}\pm G\Delta/2$, for which $J=0$.

Collect node and cell stresses in $y$. Let $C$ be diagonal, with $A\Delta/(B\Omega)$ for cells and zero for nodes. Let $K$ be the graph Laplacian with conductance $AM/\text{distance}$ on each link. In a cell row the two wind terms, $-AMG$ from the right face and $+AMG$ from the left, cancel. Hence

$$
C\frac{dy}{dt}=b-Ky,
$$

where $b$ is nonzero only at nodes.

If $M$ is uniform, $AMG=M(eZ\rho/\Omega)I$ with $I=Aj$, so Kirchhoff's law makes $b_n=0$ at every junction where no current enters or leaves the tree. A nonzero source at such a junction exposes a current or orientation error in the input. A nonzero source can be physical if $M$ differs between the arms, or if a via carries current into or out of the junction while blocking atoms.

## Conservation, stability and steady state

Each link enters $K$ with opposite signs in two rows, and each segment enters $b$ once with each sign. Summing all rows gives

$$
\frac{d}{dt}\sum_i C_i\sigma_i=0 .
$$

The difference $z$ between two solutions with the same currents obeys

$$
\frac{d}{dt}\,\frac12z^{\mathsf T}Cz=-z^{\mathsf T}Kz
=-\sum_{\text{links }pq}g_{pq}(z_p-z_q)^2\le0 ,
$$

so perturbations do not grow in this norm.

In a steady state the flux is constant along each segment. It vanishes in a segment ending at a blocked terminal. Remove that segment: the node it was attached to then has one arm fewer and still balances. Repeating this removes the whole tree, so every flux is zero. Thus

$$
s_{\rm head}-s_{\rm tail}=GL,\qquad
\sum_e A_eL_e\,\frac{s_{\rm tail}+s_{\rm head}}2=0 .
$$

The discrete steady profile is linear too, and the centre value of a linear function is its cell average. The scheme therefore reproduces these node stresses apart from rounding. The removal argument needs a tree. Around a closed loop, zero flux also requires the signed sum of $GL$ to vanish. With uniform $Z$, $\rho$ and $\Omega$ it does, because $GL$ is then proportional to the voltage drop, and the voltage drops around a loop sum to zero.

## Time stepping

Use the two-stage SDIRK method with step $h$ and $\gamma=1-1/\sqrt2$:

$$
\begin{aligned}
(C+\gamma hK)Y_1&=Cy+\gamma hb,\\
(C+\gamma hK)Y_2&=Cy+(1-\gamma)h(b-KY_1)+\gamma hb,
\end{aligned}
$$

and accept $Y_2$. In the node rows $C=0$, so the first stage enforces $b-KY_1=0$ there. The second then enforces $b-KY_2=0$. Junction balance holds at the end of every step, not merely on average. Summing all rows also shows that both stages conserve atoms.

For a mode $\dot y=\lambda y$ and $z=h\lambda$, the stages give $Y_1=y/(1-\gamma z)$ and

$$
\frac{Y_2}{y}=R(z)=\frac{1+(1-2\gamma)z}{(1-\gamma z)^2}
=1+z+(2\gamma-\gamma^2)z^2+\cdots .
$$

The chosen $\gamma$ makes $2\gamma-\gamma^2=1/2$, hence second order. For $z=-X\le0$, $R\le1$ is immediate, while $R\ge-1$ requires $2+(4\gamma-1)X+\gamma^2X^2\ge0$, which holds since $4\gamma>1$. Also $R\to0$ as $X\to\infty$. There is no stability limit on $h$, but $R<0$ for $X>1/(1-2\gamma)\approx2.4$, so a large step can make a mode change sign. Accuracy, and any need for monotone histories, still limits the step.

```
number the nodes, then the cells of every segment
C = 0; K = 0; b = 0
for each segment e:
    D_x = L/N;  M = D/(kT);  G = e_charge*Z*rho*j/Omega
    C[each cell] = A*D_x/(B*Omega)
    for each link p-q in tail, cells, head:
        g = A*M/distance(p,q)
        K[p,p] += g;  K[q,q] += g
        K[p,q] -= g;  K[q,p] -= g
    b[tail] -= A*M*G;  b[head] += A*M*G
factor S = C + gamma*h*K
y = 0
repeat for each step:
    solve S*Y1 = C*y + gamma*h*b
    solve S*Y2 = C*y + (1-gamma)*h*(b-K*Y1) + gamma*h*b
    y = Y2
    check the node stresses against the threshold
```

The matrix $S$ is positive definite: a vector with zero energy must vanish in all cells, and the links then force it to vanish at the nodes. Eliminating unknowns from the leaves inward creates no new links on a tree. Factorization, storage and each step then cost an amount proportional to the number of unknowns. Changing $h$ or $D$ requires a new factorization; changing only the currents alters $b$.

## Why the half cell does not spoil the order

At a tail, Taylor expansion gives

$$
\frac{\sigma(\Delta/2)-\sigma(0)}{\Delta/2}
=\sigma'(0)+\frac{\Delta}{4}\sigma''(0)+O(\Delta^2),
$$

which looks first order. Compare the discrete solution instead with $w_i=\sigma(x_i)-(\Delta^2/8)\sigma''(x_i)$, keeping the true node stress. The subtraction removes the $\Delta/4$ term, and differences between neighbouring cells remain accurate to $O(\Delta^2)$. All face-flux errors are now $O(\Delta^2)$, as is the storage error. The energy estimate carries this order to the root-mean-square stress error.

That argument assumes a smooth solution. Switching on the current at zero stress violates this at $t=0$, because the end gradient must jump to $G$. The order at later times was therefore measured. At 50 h in the example below, with 10, 20 and 40 cells per segment, the largest node-stress errors were 0.221, 0.055 and 0.014 MPa. The junction fluxes and the time stepping also showed order 2.0.

The comparison solution uses no cells. With $q=\sqrt{p/\kappa}$ and Laplace variable $p$, the transformed stress on a segment is

$$
\hat\sigma(x)=\frac{\hat s_{\rm tail}\sinh q(L-x)+\hat s_{\rm head}\sinh qx}{\sinh qL}.
$$

Differentiating at the ends and imposing flux balance gives, for each node $n$ with neighbours $m$,

$$
\sum_{\text{arms}}AMq\left(\hat s_n\coth qL-\hat s_m\,\mathrm{csch}\,qL\right)=\frac{b_n}{p}.
$$

This small system is solved along a contour and inverted numerically. It shares the junction conditions with the scheme, which is why the planar conductor is a separate test.

## Five segments and two junctions

The round model parameters are $T=600$ K, $\Omega=1.2\times10^{-29}\ \mathrm{m^3}$, $B=30$ GPa, $Z=1$, $\rho=3\times10^{-8}\ \Omega\,$m and height 0.2 µm. Terminals 0 and 1 feed junction 2; a trunk leads to junction 3; from there one segment goes to outlet 4 and a currentless stub to terminal 5.

| Segment | $L$ (µm) | Width (µm) | $I$ (mA) | $D$ ($10^{-16}$ m²/s) |
|---|---|---|---|---|
| 0–2 | 40 | 0.2 | 0.4 | 2 |
| 1–2 | 30 | 0.2 | 0.2 | 2 |
| 2–3 | 40 | 0.4 | 0.6 | 1 |
| 3–4 | 50 | 0.3 | 0.6 | 1 |
| 3–5 | 30 | 0.4 | 0 | 1 |

For segment 0–2, $j=0.4\ \mathrm{mA}/(0.2\times0.2\ \mathrm{µm^2})=10^{10}\ \mathrm{A/m^2}$ and $G=4.005$ MPa/µm. In table order, the stress rises $GL$ are 160.2, 60.1, 120.2, 200.3 and 0 MPa. Measured from node 0, the segment midpoints lie at 80.1, 130.2, 220.3, 380.5 and 280.4 MPa. Their volumes are 1.6, 1.2, 3.2, 3.0 and 2.4 µm³, so the weighted mean is $2804/11.4=246$ MPa. Subtracting it puts node 0 at $-246$ MPa and the outlet at $481-246=235$ MPa. The largest $|\sigma|/B$ is 0.8%, consistent with the small-strain assumption.

**Junction 2 changes sign.** Its source is $3868+1934-2901=2901$ atoms/s, because the feeders carry atoms away faster than the trunk supplies them. At early times each arm acts as a half-line, and the transformed node equation becomes $\hat s\,p^{3/2}\sum AM/\sqrt\kappa=b$. Since $p^{-3/2}$ inverts to $2\sqrt{t/\pi}$,

$$
s(t)=\frac{2b\sqrt{t/\pi}}{\sum AM/\sqrt{\kappa}} .
$$

Here all three arms have the same $AM$, $b=AMG_{\rm trunk}$, and $\kappa$ is twice as large in the feeders. At 2 h,

$$
s=\frac{2G_{\rm trunk}\sqrt{\kappa_{\rm trunk}t/\pi}}{1+\sqrt2}
=\frac{2(3.004)(3.16)}{2.414}\approx7.9\ \mathrm{MPa}.
$$

The full solution gives 7.8 MPa; with the trunk value $D=10^{-16}$ m²/s in every segment it gives less than 0.001 MPa in magnitude. The stress is 11.6 MPa at 10 h, $-16.3$ MPa at 50 h and $-85.7$ MPa in the steady state. The steady formula contains no $D$, so the early tension caused by unequal diffusivities cannot persist.

**The fluxes balance by total, not density.** At 50 h the feeders carry $-1158$ and $-661$ atoms/s, and the trunk carries $-1819$ atoms/s. The minus signs mean motion against the current. Dropping the area weights raises the steady outlet stress from 234.7 to 252.4 MPa. The uniform shift of 17.7 MPa over 11.4 µm³ corresponds to a false loss of

$$
\frac{(11.4\times10^{-18})(17.7\times10^6)}{(30\times10^9)(1.2\times10^{-29})}
\approx5.6\times10^8\ \text{atoms}.
$$

**The stub delays the threshold.** In a segment with constant $G$, the maximum principle for the diffusion equation puts a new extreme of stress at an end. Monitoring nodes therefore suffices in the continuum problem, and the cell stresses stayed within the node extremes at every hourly step of the 400 h run. For a chosen threshold of 180 MPa, the outlet reaches it at 112 h, or at 106 h without the stub. Without the stub, the mean measured from node 0 is $(2804-673)/9.0=237$ MPa, and the steady outlet stress is 244 MPa. Junction 3 would then sit at $280.4-236.8=43.6$ MPa. Attaching an initially unstressed volume there lets it give up atoms, which lowers the final stress everywhere else. That argument fixes the final stress. The delay itself is a transient result, and junction 3 is already tensile at 50 h. A stub attached where the steady stress is compressive would raise the final stress instead. Whether it also advances a given crossing depends on the stress history at the attachment point, which can be tensile first, as at junction 2.

## Where the calculation stops being valid

- **Void formation.** A void surface imposes a new boundary condition and can change the current. The blocked-end solution should not be continued past nucleation.
- **Stress-dependent diffusivity.** $M$ then varies within a segment, the wind terms no longer cancel in the cells, and $K$ must be updated.
- **Early times.** The stress layer near a terminal has thickness of order $\sqrt{\kappa t}$. Cells wider than this cannot resolve it, and the error grows as the layer shrinks toward the cell size. With 20 cells per segment and 1 h steps, the largest node error was 0.15 MPa at 10 h, when the widest cell (2.5 µm) is a fifth of $\sqrt{\kappa t}\approx12.5$ µm, and 0.004 MPa at 200 h.
- **Small steady error.** Agreement with the steady formula does not validate the transient, since $D$ has dropped out. A transient comparison with unequal $D$ is needed as well.

The remaining values and error measures are in the numerical output.

## Values computed for the example and the checks

```
temperature: 600 K; atomic volume: 1.20e-29 m^3
modulus B: 30 GPa; Z: 1.0
resistivity: 3.0e-08 ohm m; height: 0.2 um
segments (tail-head): 0-2 1-2 2-3 3-4 3-5
lengths (um): 40 30 40 50 30
widths (um): 0.2 0.2 0.4 0.3 0.4
currents (mA): 0.4 0.2 0.6 0.6 0.0
current densities (10^10 A/m^2): 1.000 0.500 0.750 1.000 0.000
diffusivities (10^-16 m^2/s): 2.0 2.0 1.0 1.0 1.0
kappa (10^-15 m^2/s): 8.692 8.692 4.346 4.346 4.346
wind gradients G (MPa/um): 4.005 2.003 3.004 4.005 0.000
node sources b, nodes 0-5 (atoms/s): -3868.2 -1934.1 2901.1 0.0 2901.1 0.0
single-line series error / (G L): 1.1e-14
planar T, bar widths / arm length: 0.050 0.025
planar T, weighted-rule errors (dimensionless): 0.00104 0.00052
planar T, unweighted error at 0.025 (dimensionless): 0.06763
cells per segment in spatial test: 10 20 40
spatial stress errors at 50 h (MPa): 0.22088 0.05519 0.01379
junction-2 flux errors at 50 h (atoms/s): 0.5321 0.1338 0.0335
steps to 50 h in time test: 10 20 40
time-step stress errors (MPa): 0.032721 0.008077 0.002006
observed orders: space, junction flux, time: 2.00 2.00 2.01
main run: 20 cells per segment; time step 1 h
node stresses 0-5 at 10 h (MPa): -78.02 -34.99 11.60 0.19 56.68 0.00
largest node error at 10 h (MPa): 0.1500
node stresses 0-5 at 50 h (MPa): -150.79 -66.00 -16.30 9.06 126.22 3.55
largest node error at 50 h (MPa): 0.0558
node stresses 0-5 at 200 h (MPa): -225.90 -128.29 -70.75 28.59 213.24 26.36
largest node error at 200 h (MPa): 0.0036
steady node stresses 0-5 (MPa): -245.95 -145.81 -85.73 34.43 234.70 34.43
steady finite-volume error: 1.7e-04 Pa
largest relative atom-balance error: 1.0e-13
A J at junction 2 at 50 h, segments 0-2, 1-2, 2-3 (atoms/s): -1158.13 -661.19 -1819.32
same fluxes from transform (atoms/s): -1158.09 -661.31 -1819.40
junction 2 stress at 2 h, given D: 7.822 MPa
junction 2 stress at 2 h, uniform D: -0.00028 MPa
outlet threshold: 180 MPa
threshold time, finite volumes: 112.05 h
threshold time, transform: 112.08 h
threshold time without stub, transform: 105.86 h
steady outlet stress without stub: 243.89 MPa
steady outlet stress, unweighted rule: 252.45 MPa
spurious atom loss, unweighted rule: 5.619e+08 atoms
```
